**Real phonons with a negative bulk modulus**

The program tests that an isotropic, stress-free solid with Lamé constants $\lambda,\mu$ and bulk modulus $K=\lambda+2\mu/3$ has real long-wave phonons but is unstable when free if $-4\mu/3<K<0$. It builds a cubic lattice from springs $k$ and a many-body volume energy of modulus $g$, and asserts that its elastic constants and sound speeds agree with the derived formulas. It asserts that all 13823 nonzero wavevectors of a periodic crystal of $24^3$ cells have positive squared frequencies, although $K=-7.85$ GPa. A free block with the same cube energy has four negative modes, the lowest almost a uniform dilation, whereas the block with fixed surface atoms has none. Controls assert that the free block has no negative mode for a case with $K>0$, and that phonons become unstable for a case with $\lambda+2\mu<0$. For a continuum sphere, the roots of the free and clamped boundary conditions are asserted to agree with variational calculations. At radius $1000\,a_0$ the radial mode of the free sphere has a growth time of about 7.5 ps; non-radial modes are not computed.

## Numerical check

```python
"""
Result under test: real phonon frequencies need only mu > 0 and lambda + 2 mu > 0
(strong ellipticity), whereas a free body also needs bulk modulus K > 0.
An isotropic stress-free solid with -4 mu/3 < K < 0 has real phonons but is unstable
when free, and stable when its whole surface is held fixed.

Symbols: lam, mu Lame constants; K = lam + 2 mu/3; k spring constant of edges and
face diagonals of a simple cubic lattice; a lattice constant; g many-body volume
modulus (energy g a^3 theta^2 / 2 per cube, theta = relative volume change);
M atomic mass; R sphere radius; e strain amplitude. Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_in, spherical_jn
from scipy.constants import physical_constants as pc

k, a, g, M = 0.01, 5.0, -0.0036, 50000.0
R, e = 1000.0, 0.01
hartree = pc["Hartree energy"][0]
bohr = pc["Bohr radius"][0]
GPA = hartree / bohr**3 / 1e9
KMS = pc["atomic unit of velocity"][0] / 1e3
PS = pc["atomic unit of time"][0] * 1e12
corners = np.array(list(itertools.product((0, 1), repeat=3)))
rng = np.random.default_rng(4)


def cube_stiffness(g_value):
    """24 x 24 second-derivative matrix of one cube; shared bonds are weighted."""
    S = np.zeros((24, 24))
    for i, j in itertools.combinations(range(8), 2):
        d = corners[j] - corners[i]
        d2 = d @ d
        if d2 > 2:
            continue
        weight = 0.25 if d2 == 1 else 0.5
        b = np.zeros((8, 3))
        b[j], b[i] = d / np.sqrt(d2), -d / np.sqrt(d2)
        S += weight * k * np.outer(b.ravel(), b.ravel())
    t = ((2 * corners - 1) / (4 * a)).ravel()
    return S + g_value * a**3 * np.outer(t, t)


def energy_density(S, strain):
    u = (a * corners @ strain).ravel()
    return 0.5 * u @ S @ u / a**3


def dynamical(S, qa):
    """Mass times squared frequency matrix for rows qa = q * a."""
    phase = np.exp(1j * qa @ corners.T)
    return np.einsum("qa,aibj,qb->qij", phase.conj(),
                     S.reshape(8, 3, 8, 3), phase, optimize=True)


def block_hessian(S, n):
    """Free block of n^3 cubes: Hessian, positions, mask of interior atoms."""
    sites = np.array(list(itertools.product(range(n + 1), repeat=3)))
    H = np.zeros((3 * len(sites), 3 * len(sites)))
    for cell in itertools.product(range(n), repeat=3):
        c = corners + np.array(cell)
        atom = (c[:, 0] * (n + 1) + c[:, 1]) * (n + 1) + c[:, 2]
        dof = (3 * atom[:, None] + np.arange(3)).ravel()
        H[np.ix_(dof, dof)] += S
    interior = np.all((sites > 0) & (sites < n), axis=1)
    return H, a * sites, np.repeat(interior, 3)


def radial_levels(lam_v, mu_v, clamped):
    """Variational values of rho omega^2 R^2 for radial motion of a sphere."""
    x, w = np.polynomial.legendre.leggauss(40)
    x, w = (x + 1) / 2, w / 2
    p = 2 * np.arange(6)[:, None] + 1
    u, du = x**p, p * x**(p - 1)
    if clamped:
        u, du = u - x**(p + 2), du - (p + 2) * x**(p + 1)
    w = w * x**2
    div = du + 2 * u / x
    A = lam_v * (div * w) @ div.T
    A += 2 * mu_v * ((du * w) @ du.T + 2 * (u / x * w) @ (u / x).T)
    return eigh(A, (u * w) @ u.T, eigvals_only=True)


# Elastic constants: energies of the cube against the derived formulas
S = cube_stiffness(g)
mu, lam = k / a, k / a + g
K, P = lam + 2 * mu / 3, lam + 2 * mu
basis = [np.diag(row) for row in np.eye(3)]
for i, j in ((0, 1), (0, 2), (1, 2)):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1 / np.sqrt(2)
    basis.append(m)
U = np.array([(a * corners @ m).ravel() for m in basis])
C_eig = np.linalg.eigvalsh(U @ S @ U.T / a**3)
assert np.allclose(C_eig, [3 * K] + [2 * mu] * 5, rtol=1e-9, atol=1e-14)
assert -4 * mu / 3 < K < 0

# Strain and energy of single plane waves, random polarization and direction
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    pol = rng.normal(size=3)
    strain = (np.outer(pol, n) + np.outer(n, pol)) / 2
    along, size = pol @ n, np.linalg.norm(pol)
    expected = [(along - size) / 2, 0, (along + size) / 2]
    assert np.allclose(np.linalg.eigvalsh(strain), expected, atol=1e-12)
    W = 0.5 * (mu * (size**2 - along**2) + P * along**2)
    assert np.isclose(energy_density(S, strain), W, rtol=1e-9)

# Three crossed longitudinal waves: local dilation, positive mean energy
angles = 2 * np.pi * np.arange(8) / 8
W_wave = [energy_density(S, e * np.diag(np.cos(v)))
          for v in itertools.product(angles, repeat=3)]
W_point, W_mean = W_wave[0], np.mean(W_wave)
assert np.isclose(W_point, 4.5 * K * e**2, rtol=1e-9)
assert np.isclose(W_mean, 0.75 * P * e**2, rtol=1e-9)

# Sound speeds from lattice dynamics against continuum formulas
rho = M / a**3
cT, cL = np.sqrt(mu / rho), np.sqrt(P / rho)
dirs = rng.normal(size=(20, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]
small = 1e-3
speeds = np.sqrt(np.linalg.eigvalsh(dynamical(S, small * dirs)) / M) * a / small
assert np.allclose(speeds, [cT, cT, cL], rtol=1e-5)

# Every phonon of a periodic crystal of 24^3 cells
nq = 24
qa = 2 * np.pi / nq * np.array(list(itertools.product(range(nq), repeat=3)))[1:]
levels = np.linalg.eigvalsh(dynamical(S, qa))
assert levels.min() > 0
w_min, w_max = np.sqrt(levels.min() / M), np.sqrt(levels.max() / M)
g_bad = -3.1 * k / a
bad_min = np.linalg.eigvalsh(dynamical(cube_stiffness(g_bad), qa)).min()
assert bad_min < 0

# Same cube energy in a free block and in a block with fixed surface atoms
nb = 6
H, pos, inside = block_hessian(S, nb)
u_dil = (e * (pos - pos.mean(axis=0))).ravel()
E_dil = 0.5 * u_dil @ H @ u_dil
assert np.isclose(E_dil, 4.5 * K * e**2 * (nb * a)**3, rtol=1e-8)
free, modes = np.linalg.eigh(H)
n_negative = int(np.sum(free < -1e-9))
overlap = (modes[:, 0] @ u_dil)**2 / (u_dil @ u_dil)
held = np.linalg.eigvalsh(H[np.ix_(inside, inside)])
assert free[0] < 0 and n_negative >= 1
assert held[0] > 0
g_good = -1.5 * k / a
S_good = cube_stiffness(g_good)
K_good = 5 * k / (3 * a) + g_good
good = np.linalg.eigvalsh(block_hessian(S_good, nb)[0])
assert K_good > 0 and np.linalg.eigvalsh(S_good)[0] > -1e-12
assert good[0] > -1e-12 and np.sum(np.abs(good) < 1e-10) == 6

# Continuum sphere: traction condition against variational energies
def log_slope(x):
    return x * spherical_in(1, x, derivative=True) / spherical_in(1, x)

target = -2 * lam / P
x_free = brentq(lambda x: log_slope(x) - target, 0.01, 20)
ritz_free = radial_levels(lam, mu, False)[0]
assert np.isclose(ritz_free, -P * x_free**2, rtol=1e-6)
x_held = brentq(lambda x: spherical_jn(1, x), 4, 5)
ritz_held = radial_levels(lam, mu, True)[0]
assert np.isclose(ritz_held, P * x_held**2, rtol=1e-6)
for ratio in (-1.2, -0.5, -0.01, 0.01, 0.5):
    lam_r = ratio - 2 / 3
    assert np.sum(radial_levels(lam_r, 1.0, False) < 0) == int(ratio < 0)
    assert radial_levels(lam_r, 1.0, True)[0] > 0
slopes = log_slope(np.linspace(0.05, 20, 200))
assert np.all(np.diff(slopes) > 0) and abs(slopes[0] - 1) < 1e-3
growth = x_free * cL / R
w_held = x_held * cL / R

print(f"spring constant k = {k:.4f} Eh/a0^2")
print(f"lattice constant a = {a:.1f} a0")
print(f"volume modulus g = {g:.4f} Eh/a0^3")
print(f"atomic mass M = {M:.0f} m_e")
print(f"mass density = {rho:.1f} m_e/a0^3")
print(f"lambda = {lam:.6f} Eh/a0^3")
print(f"mu = {mu:.6f} Eh/a0^3 = {mu * GPA:.2f} GPa")
print(f"lambda + 2 mu = {P:.6f} Eh/a0^3 = {P * GPA:.2f} GPa")
print(f"bulk modulus K = {K:.4e} Eh/a0^3 = {K * GPA:.2f} GPa")
print(f"lower limit -4 mu/3 = {-4 * mu / 3:.4e} Eh/a0^3")
print(f"lowest eigenvalue of C (3K) = {C_eig[0]:.4e} Eh/a0^3")
print(f"other five eigenvalues of C (2 mu) = {C_eig[1]:.4e} Eh/a0^3")
print(f"transverse speed = {cT:.4e} a.u. = {cT * KMS:.3f} km/s")
print(f"longitudinal speed = {cL:.4e} a.u. = {cL * KMS:.3f} km/s")
print(f"strain amplitude e = {e:.3f}")
print(f"three waves, energy density at origin = {W_point:.4e} Eh/a0^3")
print(f"three waves, mean energy density = {W_mean:.4e} Eh/a0^3")
print(f"nonzero wavevectors checked = {len(qa)}")
print(f"lowest phonon frequency on grid = {w_min:.4e} a.u.")
print(f"highest phonon frequency on grid = {w_max:.4e} a.u.")
print(f"control g for lambda + 2 mu < 0 = {g_bad:.4f} Eh/a0^3")
print(f"control lowest M omega^2 = {bad_min:.4e} Eh/a0^2")
print(f"cubes per block edge = {nb}, atoms in block = {len(pos)}")
print(f"free block, energy of dilation e = {E_dil:.4e} Eh")
print(f"free block, lowest Hessian eigenvalue = {free[0]:.4e} Eh/a0^2")
print(f"free block, number of negative modes = {n_negative}")
print(f"squared overlap of lowest mode with dilation = {overlap:.4f}")
print(f"fixed surface, lowest eigenvalue = {held[0]:.4e} Eh/a0^2")
print(f"control g for K > 0 = {g_good:.4f} Eh/a0^3")
print(f"control K = {K_good:.4e} Eh/a0^3")
print(f"control free block, first nonzero eigenvalue = {good[6]:.4e} Eh/a0^2")
print(f"sphere radius R = {R:.0f} a0")
print(f"traction target -2 lambda/(lambda + 2 mu) = {target:.5f}")
print(f"free sphere root x = {x_free:.5f}")
print(f"free sphere, rho omega^2 R^2 variational = {ritz_free:.5e} Eh/a0^3")
print(f"free sphere, rho omega^2 R^2 from root = {-P*x_free**2:.5e} Eh/a0^3")
print(f"growth rate s = {growth:.4e} a.u.")
print(f"growth time 1/s = {1 / growth:.4e} a.u. = {PS / growth:.3f} ps")
print(f"clamped sphere root x = {x_held:.5f}")
print(f"clamped sphere lowest radial frequency = {w_held:.4e} a.u.")
print("ALL CHECKS PASSED")
```

Output:

```
spring constant k = 0.0100 Eh/a0^2
lattice constant a = 5.0 a0
volume modulus g = -0.0036 Eh/a0^3
atomic mass M = 50000 m_e
mass density = 400.0 m_e/a0^3
lambda = -0.001600 Eh/a0^3
mu = 0.002000 Eh/a0^3 = 58.84 GPa
lambda + 2 mu = 0.002400 Eh/a0^3 = 70.61 GPa
bulk modulus K = -2.6667e-04 Eh/a0^3 = -7.85 GPa
lower limit -4 mu/3 = -2.6667e-03 Eh/a0^3
lowest eigenvalue of C (3K) = -8.0000e-04 Eh/a0^3
other five eigenvalues of C (2 mu) = 4.0000e-03 Eh/a0^3
transverse speed = 2.2361e-03 a.u. = 4.892 km/s
longitudinal speed = 2.4495e-03 a.u. = 5.359 km/s
strain amplitude e = 0.010
three waves, energy density at origin = -1.2000e-07 Eh/a0^3
three waves, mean energy density = 1.8000e-07 Eh/a0^3
nonzero wavevectors checked = 13823
lowest phonon frequency on grid = 1.1675e-04 a.u.
highest phonon frequency on grid = 1.2785e-03 a.u.
control g for lambda + 2 mu < 0 = -0.0062 Eh/a0^3
control lowest M omega^2 = -4.0000e-03 Eh/a0^2
cubes per block edge = 6, atoms in block = 343
free block, energy of dilation e = -3.2400e-03 Eh
free block, lowest Hessian eigenvalue = -6.4722e-04 Eh/a0^2
free block, number of negative modes = 4
squared overlap of lowest mode with dilation = 0.9984
fixed surface, lowest eigenvalue = 8.4483e-03 Eh/a0^2
control g for K > 0 = -0.0030 Eh/a0^3
control K = 3.3333e-04 Eh/a0^3
control free block, first nonzero eigenvalue = 7.6365e-04 Eh/a0^2
sphere radius R = 1000 a0
traction target -2 lambda/(lambda + 2 mu) = 1.33333
free sphere root x = 1.32200
free sphere, rho omega^2 R^2 variational = -4.19443e-03 Eh/a0^3
free sphere, rho omega^2 R^2 from root = -4.19443e-03 Eh/a0^3
growth rate s = 3.2382e-06 a.u.
growth time 1/s = 3.0881e+05 a.u. = 7.470 ps
clamped sphere root x = 4.49341
clamped sphere lowest radial frequency = 1.1007e-05 a.u.
ALL CHECKS PASSED
```
